Kustaanheimo–Stiefel Regularization of Coulomb Trajectories in Static Fields

**Result**

An electron moves classically around a fixed nucleus of unit charge, in static fields that are smooth at the nucleus. In atomic units, with r = |x|,

a = −x/r³ + f,  f = −∇U(x) − v×B(x),
E = v²/2 − 1/r + U(x).

U is the external potential energy of the electron. The minus sign in front of v×B comes from its charge −1. The magnetic force does no work, so E is constant.

Introduce a four-vector u and a fictitious time s, write w = u' = du/ds, and set

x = L(u)u,  r = |u|²,  dt = r ds.

The motion is then given by

u'' = ½(E−U)u − ½Lᵀ[r∇U + x'×B],  x' = 2L(u)w,  t' = r, (1)

with initial data that satisfy two conditions:

ℓ = u₄w₁ − u₃w₂ + u₂w₃ − u₁w₄ = 0, (2)
K = 2|w|² − 1 + r(U−E) = 0. (3)

Equation (1) contains no division by r. A trajectory can be integrated through the nucleus, where Newton's equation is singular.

**The map and its constraint**

The matrix is

L(u) =
[ u₁ −u₂ −u₃  u₄ ]
[ u₂  u₁ −u₄ −u₃ ]
[ u₃  u₄  u₁  u₂ ]
[ u₄ −u₃  u₂ −u₁ ]

A three-vector multiplied by Lᵀ is given a zero fourth component. When a three-vector is read from L, the first three components are taken. Hence

x₁ = u₁² − u₂² − u₃² + u₄²,
x₂ = 2(u₁u₂ − u₃u₄),
x₃ = 2(u₁u₃ + u₂u₄),

and the fourth component of L(u)u is zero. The rows of L are mutually orthogonal and each has squared length |u|². Therefore LLᵀ = |u|²·1, and for a square matrix also LᵀL = |u|²·1. It follows that |x| = |L(u)u| = |u|² = r.

For two four-vectors u and w, the first three components of L(u)w are unchanged when u and w are exchanged, as the rows show. The fourth component is ℓ and changes sign. Differentiating x therefore gives, in the first three components,

x' = L(w)u + L(u)w = 2L(u)w.

Four coordinates describe three, so one direction in u-space must leave x unchanged. It is the fourth row of L, read as a vector:

k = (u₄, −u₃, u₂, −u₁),  Lk = (0,0,0,r),  |k|² = r.

Motion along k runs around a circle of points u that share the same x. Since ℓ = k·w, condition (2) excludes this motion. It also fixes the speed. From |Lw|² = r|w|² and Lw = (x'/2, ℓ),

|x'|² = 4r|w|² − 4ℓ². (4)

With ℓ = 0 and x' = rv this becomes v² = 4|w|²/r.

**An identity**

One relation carries the derivation. For ℓ = 0,

rL(w)w − 2(u·w)L(u)w + |w|²L(u)u = 0. (5)

To prove it, replace u by u + εw in L(u)ᵀL(u) = |u|²·1 and compare the terms linear in ε:

L(u)ᵀL(w) + L(w)ᵀL(u) = 2(u·w)·1.

Apply both sides to w. Because ℓ = 0, L(u)w = L(w)u holds in all four components, and the second term becomes L(w)ᵀL(w)u = |w|²u. Thus

L(u)ᵀL(w)w = 2(u·w)w − |w|²u.

Multiplication by L(u), with L(u)L(u)ᵀ = r·1, gives (5). The constraint was used in the exchange of u and w.

**From Newton's equation to the regular equation**

Since v = x'/r and d/dt = (1/r)d/ds,

a = (1/r)(x'/r)' = (r x'' − r'x')/r³.

Multiplying Newton's equation by r³ gives

r x'' − r'x' = −x + r³f. (6)

The derivatives on the left are

r' = 2u·w,
x'' = 2L(w)w + 2L(u)u''.

Inserting them,

r x'' − r'x' = 2[rL(w)w − 2(u·w)L(u)w] + 2rL(u)u''.

By (5) the bracket equals −|w|²x. Equation (6) becomes

2rL(u)u'' = (2|w|² − 1)x + r³f. (7)

These are three equations for four unknowns. The fourth comes from ℓ' = 0. The derivative of the fourth component of L(u)w is

ℓ' = [L(w)w]₄ + [L(u)u'']₄.

The first term vanishes by antisymmetry, so [L(u)u'']₄ = 0, and (7) holds as a four-vector equation with zero fourth component. Multiply it by Lᵀ and use LᵀL = r·1 and Lᵀx = LᵀLu = ru:

2r²u'' = (2|w|² − 1)ru + r³Lᵀf,
u'' = [(2|w|² − 1)/(2r)]u + (r/2)Lᵀf. (8)

One division by r remains. Energy conservation removes it: with v² = 4|w|²/r,

E − U = v²/2 − 1/r = (2|w|² − 1)/r,

which is condition (3). Finally rf = −r∇U − x'×B, because rv = x'. The velocity diverges at the nucleus but x' does not, so the magnetic term is regular as well. Equation (8) has become (1).

**The conditions persist**

Under (1), L(u)u'' is a combination of x and of the three-vector r∇U + x'×B, both with zero fourth component. Hence ℓ' = 0 for any smooth U and B. For K,

K' = 4w·u'' + r'(U−E) + rU'.

With u·w = r'/2, Lw = x'/2 in three components and x'·(x'×B) = 0,

w·u'' = ¼(E−U)r' − ¼r x'·∇U = ¼(E−U)r' − ¼rU'.

Four times this cancels the other two terms, so K' = 0. If (2) and (3) hold at the start they hold along the path. The steps from (8) back to (6) can then be reversed wherever r > 0, and the projected path obeys Newton's equation.

For a nuclear charge Z the 1 in (3) becomes Z. Equation (1) keeps its form; the charge enters through E and the initial data.

**Initial data**

Given x and v with r > 0, any point on the circle over x may be chosen. A choice that avoids small denominators is

x₁ ≥ 0: u₁ = √((r+x₁)/2), u₂ = x₂/(2u₁), u₃ = x₃/(2u₁), u₄ = 0;
x₁ < 0: u₂ = √((r−x₁)/2), u₁ = x₂/(2u₂), u₄ = x₃/(2u₂), u₃ = 0.

Then set w = ½Lᵀv. This gives Lw = ½rv with zero fourth component, so x' = rv and ℓ = 0. Computing E from the same x and v makes K = 0.

**Pseudocode**

derivative(u, w; E):
  r ← u·u
  M ← first three rows of L(u)
  x ← M u;  x' ← 2 M w
  evaluate U, ∇U, B at x
  g ← r ∇U + x' × B
  return u' = w, w' = ½(E−U)u − ½Mᵀg, t' = r

trajectory(x, v, s_end):
  E ← v²/2 − 1/r + U(x)
  choose u over x;  w ← ½Mᵀv;  t ← 0
  integrate (u, w, t) from s = 0 to s_end
  monitor ℓ and K
  output x = M u, and v = 2 M w/r where r > 0

**Passing through the nucleus**

At u = 0 condition (2) is satisfied for every w, and (3) requires |w|² = ½. Near the collision, with s = 0 at the nucleus,

u ≈ ws,  x ≈ s²L(w)w,  r ≈ s²/2,  t ≈ s³/6.

The position is even in s at leading order, so the electron leaves along the direction from which it came. In physical time r ∝ |t|^(2/3), which explains why expansion in t fails there.

Without a magnetic field the incoming and outgoing branches coincide exactly: the right side of (1) is then odd in u and does not contain w, so a solution with u = 0 at s = 0 is odd in s and x is even. The magnetic field separates the branches. Let X = L(w)w, so |X| = ½. To leading order x' = 2sX, and the magnetic part of (1) is

u''_mag = −½L(ws)ᵀ(2sX×B) = −s²L(w)ᵀ(X×B).

Two integrations give u_mag = −(s⁴/12)L(w)ᵀ(X×B). Its contribution to x is

2L(ws)u_mag = −(s⁵/6)|w|²X×B = −(s⁵/12)X×B.

This is odd in s. The two branches therefore differ by (s⁵/6)|X×B|, or relative to r by (|s|³/6)|d×B|, where d is the unit vector along X. In the example below d = −(1,2,2)/3 and B = 0.2 along the third axis, so |d×B| = 0.2·√5/3 = 0.149. At |s| = 0.05 the prediction is 3.1×10⁻⁶, equal to the printed difference.

**What limits a step: the Kepler case**

Take no external field and E = −½, so the semimajor axis is 1. Let q = 1−e be the pericentre distance, with e the eccentricity. Equation (1) reduces to u'' = −u/4, and with s = 0 at pericentre

u = A cos(s/2) + C sin(s/2).

There r' = 0 gives A·C = 0, and r = q gives |A|² = 1−e. Condition (3) reads |C|²/2 − 1 + q/2 = 0, so |C|² = 2−q = 1+e. Therefore

r = (1−e)cos²(s/2) + (1+e)sin²(s/2) = 1 − e cos s,
t = s − e sin s.

For q > 0 there is no collision at real time, but r vanishes at s = ±iσ with cosh σ = 1/e. Put β = √(1−e²). Then e sinh σ = β and tanh σ = β, so σ = artanh β, and the corresponding times are ±i t_c with

t_c = σ − β = artanh β − β = β³/3 + β⁵/5 + …

Since β² = 2q − q²,

t_c ≈ (2q)^(3/2)/3,  σ ≈ (2q)^(1/2)  for q ≪ 1. (9)

At such a point dt/ds = r has a simple zero, so t differs from its value there by a term quadratic in the distance in s. Hence r varies as the square root of the distance in t: a branch point, which stops the Taylor series in t.

A direct Taylor recursion of Newton's equation at pericentre gives a convergence radius of 9.4707×10⁻⁴ for q = 10⁻², against 9.4708×10⁻⁴ from t_c. For q = 10⁻⁴ the values are 9.4284×10⁻⁷ and 9.4285×10⁻⁷. The radius is read from the ratio of two high-order coefficients, with a finite-order correction that assumes the square-root branch point found above.

This separates the effects of the two changes of variable:

1. Newton's equation in t has a local scale proportional to q^(3/2).
2. Newton's equation with dt = r ds has x(s) entire in the Kepler case, but v = x'/r has poles at ±iσ. The scale is q^(1/2).
3. In KS variables the Kepler solution is a sine and a cosine, entire in s.

With external fields analytic at the nucleus, the right side of (1) is analytic near u = 0, and at fixed E condition (3) keeps |w|² near ½ there. The local convergence radius then has a positive lower bound that does not depend on q as q → 0. Changing the time while keeping v as a variable weakens the collision problem; the KS variables remove it. In the Kepler case the poles of v can also be avoided in Cartesian coordinates: the solution above obeys x'' = −x − e p, where p is the constant unit vector towards pericentre, and this equation for x and x' is regular too.

**Cost with adaptive steps**

Let an adaptive integrator in t use h = c r^(3/2). During a nearly radial fall with r ≪ 1, |dr/dt| ≈ √(2/r). Going in and coming out takes about

N ≈ 2∫ dr/[√(2/r) c r^(3/2)] = (√2/c) ln(r₀/q) + constant (10)

steps, where r₀ is the outer end of this region and the turn at pericentre adds to the constant. An adaptive Newton integration thus pays a logarithmic price in steps. A uniform step small enough for pericentre pays q^(−3/2).

Small steps are not the whole cost. At pericentre v²/2 and 1/r are both of order 1/q and nearly cancel in E. A relative error δ in position or velocity there produces an energy error of order δ/q, which then persists along the orbit. In KS variables the corresponding quantities are 2|w|² and 1, of order one.

**Worked example**

Classical scaling removes the principal quantum number n. Put x = n²X and t = n³T. Acceleration and Coulomb force both scale as n⁻⁴; the electric field must then scale as n⁻⁴ and, since v scales as n⁻¹, the magnetic field as n⁻³. Energies scale as n⁻². Below, lengths, times and energies are scaled unless another unit is given.

The parameters are n = 30, E = −½, ∇U = (0.01, 0, 0.02) and B = (0, 0, 0.2). The electric field has scaled magnitude √(0.01² + 0.02²) = 0.0224. Division by 30⁴ = 810000 and conversion give 142 V/cm. The magnetic field is 0.2/27000 atomic units, or 1.74 T. The length unit is 47.63 nm and the time unit 0.6531 ps.

Each orbit is prepared at a pericentre of distance q, with velocity perpendicular to position and speed fixed by E. It is carried back by 3 units of s and then integrated forward over 6 units. The same eighth-order Runge–Kutta method, with relative tolerance 10⁻¹⁰ and absolute tolerance 10⁻¹⁶, is used in all three formulations.

The first step of each run is preset and the last is cut to fit the interval, so both are left out of the smallest steps quoted here. From q = 10⁻² to 10⁻⁵ the smallest accepted steps change as follows:

Newton in t: 1.23×10⁻⁴ to 3.89×10⁻⁹;
Newton in s: 1.17×10⁻² to 3.98×10⁻⁴;
KS in s: 0.219 to 0.138.

The fitted exponents of q are 1.498, 0.489 and 0.065. The first two agree with (9). The third depends on the point chosen on the circle over x and on the tolerances, as described below. At q = 10⁻⁵ a uniform Newton step of the smallest size would require 5.81/(3.89×10⁻⁹) ≈ 1.5×10⁹ steps. For KS the same estimate is 6/0.138 ≈ 44 steps.

Steps in s and t can be compared directly. Near pericentre r ≈ q + s²/2, so a KS step of length h centred there covers a physical time qh + h³/24. With h = 0.138 and q = 10⁻⁵ this is 1.1×10⁻⁴, nearly 30000 times the smallest Newton step.

The adaptive Newton runs in t take 126, 169, 213 and 256 steps for the four distances. The increments per decade, 43, 44 and 43, confirm the logarithm in (10). They imply c ≈ √2·2.303/43.3 ≈ 0.075, while the smallest steps correspond to 0.12 q^(3/2). The two coefficients refer to different parts of the orbit. On a radial leg the distance in t to the singularity is about the time to collision, (√2/3)r^(3/2) ≈ 0.47r^(3/2); at pericentre it is 0.94q^(3/2). The smallest step falls a little off pericentre, at r ≈ 1.3q; the step taken at pericentre itself is about 0.15 q^(3/2). Measured against these distances, the steps on the legs and at pericentre are the fractions 0.075/0.47 ≈ 0.16 and 0.15/0.94 ≈ 0.16.

KS takes 22, 25, 27 and 28 steps. Its smallest step is not strictly constant. For the exact collision, q = 0, the run takes 30 steps with a smallest step of 0.104, so the demand remains finite. The slow decrease is not a property of (1). These runs set u₄ = 0 at pericentre and carry that point back. If u is instead chosen at the start of the forward run by the rule under Initial data, the runs at q = 10⁻², 10⁻⁵ and 0 each take 22 steps, and the smallest step, 0.21 to 0.23, lies at an end of the interval rather than near the nucleus. With the original choice of u and an absolute tolerance of 10⁻¹⁰, each of these runs takes 15 steps.

The final energy error of the Newton run in t grows from 4.3×10⁻⁹ to 5.1×10⁻⁶. Multiplied by q it stays between 3.1×10⁻¹¹ and 5.1×10⁻¹¹, as the cancellation argument predicts. The KS energy errors are at most 2.3×10⁻¹². The endpoint gap between the two methods grows from 1.5×10⁻⁸ to 1.7×10⁻⁵, in step with the Newton energy error.

The collision passage lasts 5.810 time units, or 3.794 ps. Near misses approach it continuously: their endpoints lie 3.2×10⁻³ from the collision endpoint at q = 10⁻⁴ and 1.04×10⁻³ at 10⁻⁵. The ratio 3.1 is close to √10, as expected when the initial u at pericentre changes by an amount of order √q.

A separate test at q = 10⁻² tilts the uniform magnetic field to (0.1, 0, 0.2) and adds linear gradients to both fields. KS and direct Newton integration then agree at the endpoint to 1.5×10⁻⁸, while the gradients themselves move that endpoint by 0.465. The remaining values are in the numerical output.

**Stability and failure modes**

*Constraint errors.* Equation (1) conserves ℓ but does not damp it, so an initial error stays. Adding 0.3k to w leaves x and v unchanged, because the first three components of Lk vanish. For the q = 10⁻² orbit of the example, integrated over 3 units of s, it gives ℓ = 0.621 at the start and at the end, and a path error of 0.70. By (4), correct x and v with ℓ ≠ 0 also imply K = 2ℓ²/r, so both conditions are broken. Small drift can be removed by

w ← w − (ℓ/r)k,

which sets ℓ to zero without changing v. The correction has length |ℓ|/√r and should be applied away from the nucleus. It was not used in the runs above.

*Energy monitoring.* For ℓ = 0 the energy computed from x and v differs from E by K/r. Near the nucleus the factor 1/r magnifies any small numerical error in K; K itself is the better monitor there.

*Output at a given time.* Because t' = r ≥ 0, t(s) is monotonic and can be inverted. Newton's root-finding method divides by r and may fail near a collision, so the root should be kept in a bracket.

*Large distances.* The cyclotron frequency B in t becomes rB in s. Far from the nucleus the step in s must therefore shrink as 1/(rB), and the regularization brings no benefit. A long excursion can be integrated in t and converted back on return.

*Other singularities.* A second nucleus makes U singular elsewhere, and (1) does not regularize that collision. Time-dependent fields are also excluded, since E was taken as constant.

*Chaos.* Regularization removes the numerical singularity at the nucleus. It does not remove exponential sensitivity to initial data where the combined fields produce it.

*Physical limits.* For q ≪ 1 the angular momentum at pericentre is about n√(2q) ħ. For n = 30 and q = 10⁻⁵ this is 0.13 ħ, so the close passage cannot be read as the motion of a localized electron. The speed there is about √(2/q)/n ≈ 15 atomic units, a tenth of the speed of light, and in this model it diverges at collision. The relativistic advance of the pericentre, about π(α/0.134)² ≈ 0.009 rad with α the fine-structure constant, would move the endpoint by roughly 0.02 scaled units, far more than the 1.04×10⁻³ that separates this orbit from the collision path. The continuation through r = 0 is a property of the nonrelativistic classical equations with a point nucleus.

Numbers as computed

```
n = 30; scaled energy = -0.5; rtol = 1e-10, atol = 1e-16
scaled electric field vector: [0.01, 0.0, 0.02]
scaled magnetic field vector: [0.0, 0.0, 0.2]
electric field = 142.0 V/cm; magnetic field = 1.741 T
scaled length unit = 47.63 nm; time unit = 0.6531 ps
pericentre direction: [0.3333 0.6667 0.6667]
pericentre velocity direction: [ 0.6667  0.3333 -0.6667]
fictitious-time span = 6.0 (scaled)
Accepted steps: q, Newton t, Newton s, KS s
  1e-02  126  69  22
  1e-03  169  89  25
  1e-04  213  108  27
  1e-05  256  127  28
Smallest steps (scaled): q, Newton dt, Newton ds, KS ds
  1e-02  1.226e-04  1.171e-02  2.192e-01
  1e-03  3.803e-06  4.024e-03  1.785e-01
  1e-04  1.251e-07  1.319e-03  1.615e-01
  1e-05  3.888e-09  3.979e-04  1.379e-01
Fitted step exponents: Newton t, Newton s, KS s
  1.498  0.489  0.065
Final errors (scaled): q, Newton energy, KS energy, endpoint gap
  1e-02  4.3e-09  2.3e-12  1.5e-08
  1e-03  4.0e-08  7.8e-13  1.3e-07
  1e-04  3.1e-07  4.7e-13  1.0e-06
  1e-05  5.1e-06  5.4e-13  1.7e-05
Passage time and endpoint distance from collision path (scaled):
  1e-02  5.837077  2.718e-02
  1e-03  5.818031  9.797e-03
  1e-04  5.812421  3.241e-03
  1e-05  5.810684  1.040e-03
uniform Newton steps at q=1e-5, duration/min dt = 1.49e+09
Taylor radius in t (scaled): q, series, formula, small-q limit
  1e-02  9.47072e-04  9.47081e-04  9.42809e-04
  1e-04  9.42843e-07  9.42851e-07  9.42809e-07
collision run: 30 steps, min ds = 1.037e-01
collision passage time = 5.809887 scaled = 3.7944 ps
collision endpoint (scaled): [-0.289535 -1.466867 -1.425541]
collision final energy error = 5.4e-13 (scaled)
in/out relative position difference at |s|=0.05: 3.1e-06
Kepler check: max r error 1.3e-11, t error 1.4e-10
nonuniform fields: endpoint gap 1.5e-08, max |ell| 1.1e-12
endpoint shift due to field gradients = 0.465 (scaled)
broken constraint: ell start 0.621049, end 0.621049
broken constraint: path error = 0.701 (scaled)
classical scaling endpoint difference = 1.7e-12 (scaled)
```
